# How a 10 Percent Interfacial-Energy Error Changes a Nucleation Rate

## Problem

A new phase forms inside a metastable one by the growth of small spherical nuclei. The interfacial free energy per area is $\gamma$, and the free energy gained per volume of new phase is the driving force $g>0$. Both are taken to be independent of the size of the nucleus. The steady nucleation rate is

$$J=J_0\,e^{-B},\qquad B=\frac{W^*}{kT},$$

where $W^*$ is the largest reversible work met on the way to a large nucleus.

Take these round model parameters, which stand for no particular material: $T=300$ K, $\gamma=50$ mJ/m², a molecular volume $v=0.03$ nm³ in the new phase, and $g$ such that $B=50$.

1. Find $W^*$ as a function of $\gamma$ and $g$.
2. By how many powers of ten does $J$ change if $\gamma$ is 10 percent too high, or 10 percent too low? What does the same error in $g$ do?
3. Does the prefactor $J_0$ alter the answer?
4. How accurate must a computed $\gamma$ be, in energy per interfacial molecule, to give the rate within one power of ten?

Energies are given in $kT$ or meV and lengths in nm. A factor of ten in the rate is called a decade.

## Solution

### 1. The barrier

A nucleus of radius $r$ costs surface work and gains volume work:

$$W(r)=4\pi r^2\gamma-\frac{4\pi}{3}r^3g .$$

The surface term dominates at small $r$ and the volume term at large $r$, so there is a maximum between them. It lies where

$$\frac{dW}{dr}=8\pi r\gamma-4\pi r^2g=0 .$$

Apart from $r=0$, the solution is $r^*=2\gamma/g$. The second derivative there is

$$8\pi\gamma-8\pi r^*g=8\pi\gamma-16\pi\gamma=-8\pi\gamma<0,$$

which confirms a maximum. Inserting $r^*$ gives

$$W^*=4\pi\frac{4\gamma^2}{g^2}\gamma-\frac{4\pi}{3}\frac{8\gamma^3}{g^3}g
=\left(16\pi-\frac{32\pi}{3}\right)\frac{\gamma^3}{g^2}
=\frac{16\pi}{3}\frac{\gamma^3}{g^2}.$$

The powers do not depend on the sphere. Let a nucleus of any fixed shape have area $\alpha L^2$ and volume $\beta L^3$. Then $W=\alpha\gamma L^2-\beta gL^3$ is stationary at $L^*=2\alpha\gamma/(3\beta g)$. There $\beta gL^*=\tfrac23\alpha\gamma$, so

$$W^*=L^{*2}\left(\alpha\gamma-\tfrac23\alpha\gamma\right)=\tfrac13\alpha\gamma L^{*2}
=\frac{4\alpha^3}{27\beta^2}\frac{\gamma^3}{g^2}.$$

A sphere has $\alpha=4\pi$, $\beta=4\pi/3$, which returns $16\pi/3$. A cube of edge $L$ has $\alpha=6$, $\beta=1$, and the coefficient is 32. The shape changes the height of the barrier but not its relative response to errors.

For the model parameters, $\gamma=12.072\,kT/\text{nm}^2$ and $g=24.279\,kT/\text{nm}^3$. Hence

$$r^*=\frac{2\times12.072}{24.279}=0.994\ \text{nm},\qquad A^*=4\pi r^{*2}=12.43\ \text{nm}^2 .$$

The barrier is one third of the surface work, $12.43\times12.072/3=50.0\,kT$, as required. The critical nucleus has a volume of 4.12 nm³ and holds about 137 molecules.

### 2. Errors in the interfacial energy and the driving force

Let the reference values $\gamma$ and $g$ be replaced by $\gamma(1+\varepsilon)$ and $g(1+\eta)$, with $T$ and $J_0$ held fixed. The barrier is multiplied by $(1+\varepsilon)^3/(1+\eta)^2$. Since $\log_{10}J=\log_{10}J_0-B/\ln10$, the change in the rate is

$$\Delta\log_{10}J=-\frac{B}{\ln10}\left[\frac{(1+\varepsilon)^3}{(1+\eta)^2}-1\right].$$

Here $B$ belongs to the reference values. If 50 $kT$ were instead the barrier found with the overestimated $\gamma$, the bracket would become $1-(1+\varepsilon)^{-3}$, which is smaller.

For $\varepsilon=0.1$ and $\eta=0$, the barrier rises by

$$50\,(1.1^3-1)=50\,(0.3+0.03+0.001)=16.55\ kT .$$

Dividing by $\ln10=2.303$ gives a loss of 7.19 decades. For $\varepsilon=-0.1$ the quadratic term keeps its sign while the other two reverse:

$$50\,(0.9^3-1)=50\,(-0.3+0.03-0.001)=-13.55\ kT .$$

The rate then gains 5.88 decades. An overestimate of $\gamma$ thus costs about seven decades; an underestimate gives about six. The linear term alone gives $15/2.303=6.5$ decades in either direction.

| Error | Barrier ratio | $\Delta\log_{10}J$ |
|---|---:|---:|
| $\gamma$ +10% | 1.331 | −7.19 |
| $\gamma$ −10% | 0.729 | +5.88 |
| $g$ +10% | 0.826 | +3.77 |
| $g$ −10% | 1.235 | −5.09 |
| $\gamma$ +10%, $g$ −10% | 1.643 | −13.97 |

The last row shows two errors that both raise the barrier. If $\gamma$ and $g$ are wrong by the same relative amount and with the same sign, the ratio is $(1+\varepsilon)^3/(1+\varepsilon)^2=1+\varepsilon$, and the barrier shifts by $B\varepsilon$, or 5 $kT$ for 10 percent. Such a cancellation needs a reason in the calculation; it cannot be assumed.

In terms of waiting times, the overestimate of $\gamma$ slows nucleation by a factor $1.54\times10^7$. If the mean waiting time for a nucleus in a given volume is 1 s, the erroneous prediction is about 178 days.

**Why the response is so large.** The barrier depends on $\gamma$ directly and through the critical radius, but to first order only the direct part counts:

$$\frac{dW^*}{d\gamma}=\left.\frac{\partial W}{\partial r}\right|_{r^*}\frac{dr^*}{d\gamma}+\left.\frac{\partial W}{\partial\gamma}\right|_{r^*}=0+4\pi r^{*2}=A^* .$$

The first term vanishes because $W$ is stationary at $r^*$. In the same way $dW^*/dg=-V^*$, with $V^*$ the critical volume. To first order, the error in the barrier is therefore the error in $\gamma$ times the whole area of the critical nucleus.

Let $v^{2/3}=0.0965$ nm² serve as the area of one molecule in a flat interface. The surface of the critical nucleus equals $12.43/0.0965\approx129$ such areas. This measures the area and does not count surface molecules: on so small a sphere, an outer layer of thickness $v^{1/3}$ holds only about 93 of the 137 molecules. On each area $v^{2/3}$, 10 percent of $\gamma$ amounts to 3.01 meV (0.11 millihartree). With $kT=25.85$ meV,

$$\frac{128.7\times3.013\ \text{meV}}{25.85\ \text{meV}}=15.0,$$

which is the linear term found above. An error much smaller than $kT$ per molecular area becomes many $kT$ because it adds up with the same sign over the whole surface.

**Other barriers.** At fixed $\varepsilon$ the number of decades is proportional to $B$. A 10 percent overestimate of $\gamma$ costs 2.9 decades at 20 $kT$ and 11.5 decades at 80 $kT$. Since $B\propto g^{-2}$ at fixed $\gamma$ and $T$, the sensitivity grows without limit as the driving force goes to zero. At strong driving the barrier becomes comparable with $kT$, and the picture of rare crossings behind $J=J_0e^{-B}$ no longer holds.

A ratio of rates is less sensitive than the rate with the higher barrier, though not always less sensitive than the rate with the lower one. For two driving forces with barriers $B_1$ and $B_2$ and a common error in $\gamma$,

$$\Delta\log_{10}\frac{J_1}{J_2}=-\frac{B_1-B_2}{\ln10}\left[(1+\varepsilon)^3-1\right].$$

Between 50 and 20 $kT$, the 10 percent overestimate gives $-7.19+2.88=-4.3$ decades, less than the 7.2 decades of the first rate but more than the 2.9 of the second. With the prefactors held fixed, the ratio is less sensitive than both rates only when the barriers differ by less than a factor of two.

### 3. The prefactor

So far $J_0$ was held fixed, although it also depends on $\gamma$. To find how, consider clusters of $n$ molecules that grow and shrink one molecule at a time. A cluster gains molecules at the rate $f_n=\kappa n^{2/3}$, proportional to its area, and loses them at the rate $b_n$. The constant $\kappa$ is assumed to be unaffected by the error in $\gamma$.

**The work per cluster.** A sphere of volume $nv$ has radius $(3nv/4\pi)^{1/3}$ and area $(36\pi v^2)^{1/3}n^{2/3}$. In units of $kT$, the work is

$$w_n=an^{2/3}-sn,\qquad a=\frac{\gamma(36\pi v^2)^{1/3}}{kT},\qquad s=\frac{gv}{kT}.$$

Here $a=5.64$ and $s=0.728$.

**The steady flux.** Let $N_n$ be the actual concentration of clusters and $c_n\propto e^{-w_n}$ the concentration at which gains and losses would balance in detail, $f_nc_n=b_{n+1}c_{n+1}$. The net flux from $n$ to $n+1$ is the same for all $n$ in the steady state:

$$J=f_nN_n-b_{n+1}N_{n+1}=f_nc_n\left(\frac{N_n}{c_n}-\frac{N_{n+1}}{c_{n+1}}\right).$$

Divide by $f_nc_n$ and sum from $n=1$ to a size $M$ well beyond the barrier. Neighbouring terms on the right cancel. With monomers held at $N_1=c_1$ and clusters larger than $M$ removed, so that $N_{M+1}=0$, what remains is

$$J\sum_{n=1}^{M}\frac{1}{f_nc_n}=1 .$$

**Expansion about the barrier.** Write $c_n=c_0e^{-w_n}$. The sum is dominated by sizes near the maximum of $w_n$, where $\tfrac23an^{*-1/3}=s$. There $sn^*=\tfrac23an^{*2/3}$, so that $B=\tfrac13an^{*2/3}$, or $a=3Bn^{*-2/3}$. The curvature is

$$w''(n^*)=-\tfrac29an^{*-4/3}=-\frac{2B}{3n^{*2}} .$$

With $x=n-n^*$, this means $w\approx B-Bx^2/(3n^{*2})$. Replacing the sum by a Gaussian integral and $f_n$ by $f^*=f_{n^*}$ gives

$$\sum_n\frac1{f_nc_n}\approx\frac{e^B}{f^*c_0}\int_{-\infty}^{\infty}e^{-Bx^2/(3n^{*2})}dx=\frac{e^B}{f^*c_0}\,n^*\sqrt{\frac{3\pi}{B}} .$$

Therefore

$$J\approx c_0f^*Z\,e^{-B},\qquad Z=\frac1{n^*}\sqrt{\frac{B}{3\pi}} .$$

The Zeldovich factor $Z$ is 0.0168 here. It accounts for two effects: the actual concentration of critical clusters is only about half of $c_{n^*}$, and most of the gains at the top are undone by later losses.

**How good the expansion is.** The next correction follows from the substitution $n=n^*(1+u)^3$. It turns $dn/f_n$ into a constant times $du$, and the work into

$$w=B\left[3(1+u)^2-2(1+u)^3\right]=B(1-3u^2-2u^3).$$

The Gaussian $e^{-3Bu^2}$ has $\langle u^2\rangle=1/(6B)$ and $\langle u^6\rangle=15/(6B)^3$. Expanding $e^{-2Bu^3}$, the term linear in $u^3$ averages to zero, and the next one gives

$$2B^2\langle u^6\rangle=\frac{30B^2}{216B^3}=\frac{5}{36B}.$$

The sum is larger by this fraction, and the rate smaller: 0.28 percent at $B=50$. A numerical solution of the balance equations with $M=1000$ gives 0.9972 times the expanded rate, in agreement.

**Dependence on $\gamma$.** Since $n^*\propto\gamma^3/g^3$ and $B\propto\gamma^3/g^2$,

$$f^*Z\propto n^{*2/3}\,\frac{B^{1/2}}{n^*}=n^{*-1/3}B^{1/2}\propto\frac g\gamma\,\frac{\gamma^{3/2}}{g}=\gamma^{1/2}.$$

A larger nucleus collects molecules faster, but its barrier is broader in $n$, and the two effects partly cancel: $f^*\propto\gamma^2$ and $Z\propto\gamma^{-3/2}$ leave only a square root. With $c_0$ fixed, the 10 percent overestimate raises the prefactor by $\tfrac12\log_{10}1.1=0.02$ decades.

**What is held fixed.** The result above keeps $c_0$ fixed. In an experiment it is more natural to fix the monomer concentration $c_1=c_0e^{-w_1}$. Then $c_0=c_1e^{a-s}$ itself depends on $\gamma$, because the formula for $w_n$ assigns a surface work $a$ even to a single molecule. An error $\varepsilon$ adds $a\varepsilon/\ln10=0.24$ decades. The total is

$$-7.188+0.021+0.245=-6.922\ \text{decades}.$$

Solving the balance equations with $\gamma$ and with $1.1\gamma$, at fixed monomer concentration, also gives −6.92. The estimate of seven decades survives either choice.

The added term is small because, to first order, it is the fraction $a\varepsilon/(3B\varepsilon)=n^{*-2/3}$ of the barrier term, about 4 percent for 137 molecules. It should not be read as a refinement of the physics: a macroscopic surface energy has no clear meaning for one molecule. The 0.24 decades measure only how this arbitrary element of the model alters the response to a 10 percent error in $\gamma$. Its effect on the rate itself is larger: at fixed $c_1$, the surface work $a$ assigned to the single molecule raises the rate by the factor $e^a$, or 2.4 decades, compared with giving the monomer only the volume term, $w_1=-s$. Compared with the choice $w_1=0$, the factor is $e^{a-s}$, or 2.1 decades.

### 4. The accuracy needed

An overestimate of $\gamma$ costs one decade when the barrier rises by $\ln10$:

$$B\left[(1+\varepsilon)^3-1\right]=\ln10
\quad\Longrightarrow\quad
\varepsilon=\left(1+\frac{\ln10}{B}\right)^{1/3}-1 .$$

At $B=50$ this is 1.5 percent of $\gamma$, or $0.1512\times3.013=0.46$ meV per interfacial molecule of area $v^{2/3}$. For large $B$ the condition becomes $\varepsilon\approx\ln10/(3B)$, so a higher barrier demands a proportionally better $\gamma$.

For comparison, an error of 1 kcal/mol in a computed energy is 43.4 meV per molecule. That is about 14 times the 3.01 meV that shifts the rate by seven decades. The comparison does not mean that a method with errors of 1 kcal/mol must fail for $\gamma$, because $\gamma$ is a difference. If the metastable phase is a dilute vapour, the interface can be modelled by a slab of $N$ molecules with two equal faces of area $A$ in vacuum. The energy part of $\gamma$, and its error at fixed $A$, are

$$\gamma_E=\frac{E_{\text{slab}}-Ne_{\text{bulk}}}{2A},\qquad
\delta\gamma_E=\frac{\delta E_{\text{slab}}-N\,\delta e_{\text{bulk}}}{2A}.$$

An error that is the same for every molecule, $\delta E_{\text{slab}}=N\delta e_{\text{bulk}}$, cancels. What survives at fixed $A$ is the difference between the errors at the surface and in the bulk. For $\gamma$, a level of theory should therefore be judged by that difference. The error in the total binding energy does not determine it, but the two can be related: if all binding energies are too large by the same fraction, so is $\gamma_E$. An error in the computed lattice constant enters separately through $A$: with the energies unchanged, lengths 1 percent too large lower $\gamma_E$ by about 2 percent. This need not change the barrier. If $g$ is found by dividing an energy per molecule by the volume from the same lattice constant, it falls by about 3 percent, and the length error cancels in $\gamma_E^3/g^2$. The energy part also leaves out the vibrational free energy, zero-point energy included, and the configurational entropy. If $g$ and the prefactor are correct, the error of the complete $\gamma$, with these contributions, must stay within about 1.5 percent at $B=50$ for the rate to be good to a decade; the same formula allows about 4 percent at 20 $kT$ and about 1 percent at 80 $kT$.

The driving force needs similar care. It is 18.8 meV per molecule here, less than half of 1 kcal/mol. An uncancelled error of that size in the difference of chemical potentials could reverse the sign of $g$ and remove the predicted nucleation altogether. If $g$ is instead obtained from a measured supersaturation, it need not inherit this error.

Read backwards, the same steepness is useful. If $g$, $T$ and the prefactor are known and the model holds, a rate measured to within a factor of ten fixes $\gamma$ to about 1.5 percent at $B=50$. A value found in this way is an effective one, since it absorbs whatever the model leaves out.

## Where the estimate stops

The cubic law assumes a $\gamma$ that does not depend on curvature. At a critical radius of 1 nm this is a serious assumption. Suppose the true interfacial energy is $\gamma+\delta\gamma(r)$, with a small correction. Because $W$ is stationary at $r^*$, the barrier changes to first order by $A^*\delta\gamma(r^*)$. A curvature correction of 10 percent at the critical radius then shifts the barrier by about 15 $kT$, as much as a 10 percent error in the flat-interface value. Improving the electronic-structure method for a flat interface cannot remove that error.

Nucleation on foreign surfaces or defects brings in further interfacial energies, whose errors need not follow that of $\gamma$. Errors in the attachment constant $\kappa$ enter the rate as a plain factor: a factor of ten in $\kappa$ is one decade. The seven decades are thus a measure of sensitivity within classical theory, not the total uncertainty of a predicted rate. The main values are collected in the numerical output below.

## Numbers as computed

```
temperature: 300 K
thermal energy kT: 25.85 meV
interfacial free energy gamma: 50.0 mJ/m^2
gamma in internal units: 12.072 kT/nm^2
molecular volume: 0.030 nm^3
driving force g: 24.279 kT/nm^3
driving force per molecule s: 0.7284 kT
driving force per molecule: 18.83 meV
barrier from maximization: 50.0000 kT
critical radius: 0.9944 nm
critical area: 12.426 nm^2
critical volume: 4.119 nm^3
molecules in critical nucleus: 137.3
log10 rate change, gamma +10%: -7.188 decades
log10 rate change, gamma -10%: 5.885 decades
log10 rate change, g +10%: 3.769 decades
log10 rate change, g -10%: -5.094 decades
log10 rate change, gamma +10%, g -10%: -13.967 decades
linear estimate, gamma +10%: -6.514 decades
barrier rise, gamma +10%: 16.550 kT
barrier fall, gamma -10%: 13.550 kT
slowing factor, gamma +10%: 1.540e+07
1 s waiting time becomes: 178 days
surface coefficient a: 5.6363 kT
Zeldovich factor Z: 0.01678
cluster rate / expanded rate: 0.99717
prefactor term, gamma +10%: +0.0207 decades
monomer term, gamma +10%: +0.2448 decades
sum of the three terms: -6.9221 decades
cluster kinetics, gamma +10%: -6.9218 decades
cluster kinetics, g -10%: -5.0617 decades
gamma overestimate costing one decade: 1.512 %
molecular area: 0.0965 nm^2
molecular areas on critical nucleus: 128.7
10% of gamma per molecular area: 3.013 meV
same in millihartree: 0.1107 mEh
first-order barrier error: 15.000 kT
one-decade error per molecular area: 0.456 meV
1 kcal/mol: 43.36 meV
gamma +10% at barrier 20 kT: -2.875 decades
gamma +10% at barrier 80 kT: -11.500 decades
```
